# Which phonons couple an A1 band edge to a T2 defect level

## The problem

A defect in a zincblende crystal has the full tetrahedral point group \(T_d\). An electron at the conduction-band edge is to be captured into an empty deep level by multiphonon emission. Near the defect the band-edge state \(a\) has symmetry A1 (an s-like state at the zone centre), and the deep level is a triplet \(t_x,t_y,t_z\) of symmetry T2. This kind of capture needs a lattice vibration that connects the two electronic states, called a promoting mode. To first order in a normal coordinate \(Q\) the connection is

\[
\langle a|\,\partial H/\partial Q\,|t_j\rangle ,
\]

with the derivative and both states taken at the undistorted \(T_d\) geometry. Use a one-electron picture with all other shells closed, real orbitals, and no spin-orbit coupling.

**(a)** How does \(\partial H/\partial Q\) transform under \(T_d\)?

**(b)** For which irreducible representations of \(Q\) can the matrix element be non-zero, and how many independent constants does it contain?

**(c)** Show the result for the breathing mode by an argument that needs no character table.

**(d)** The defect atom carries orbitals \(s,p_x,p_y,p_z\). Each of its four neighbours, at distance \(d=0.245\) nm, carries one scalar orbital \(h_i\). On-site energies are \(E_s=-2.0\), \(E_p=-0.5\), \(E_h=0\) eV. The hoppings are \(V_s=-1.5\) eV (s to neighbour), \(V_p=1.0\) eV (p to neighbour, times the direction cosine) and \(V_n=-0.2\) eV (neighbour to neighbour). All vary as the inverse square of distance. Take the upper A1 state as the local part of the band edge and the upper T2 state as the deep level. Find the coupling to the radial T2 displacement of the neighbours.

**(e)** Does the breathing mode have any part left to play in capture?

## Hints

1. For (a), rotate electrons and nuclei together. The energy cannot notice.
2. For (b), apply one group operation to everything in the matrix element, then average over all 24 operations.
3. For (c), consider the twofold rotations about the cube axes.
4. For (d), write the neighbour directions as \(\mathbf n_i=(s_{ix},s_{iy},s_{iz})/\sqrt3\) with signs \((+,+,+)\), \((+,-,-)\), \((-,+,-)\), \((-,-,+)\). Then \(\sum_i s_{ix}=0\) and \(\sum_i s_{ix}^2=4\).
5. For (e), look at diagonal matrix elements.

## Solution

### (a) Symmetry of the derivative

Let \(Q_m\) be the partner coordinates of a representation \(\Gamma\) with real orthogonal matrices \(D^\Gamma(g)\). An operation \(g\) changes the coordinates into \((gQ)_m=\sum_n D^\Gamma_{mn}(g)Q_n\). Let \(U_g\) be its action on the electrons. Moving electrons and nuclei together leaves the physics unchanged, so

\[
U_g H(Q)U_g^{-1}=H(gQ).
\]

Differentiate with respect to \(Q_n\) at \(Q=0\), and write \(H_n=\partial H/\partial Q_n\). The chain rule gives

\[
U_g H_n U_g^{-1}=\sum_m H_m D^\Gamma_{mn}(g).
\]

The derivative therefore transforms as the coordinate does. For breathing, \(D=1\), and the derivative is invariant.

### (b) The selection rule

Let \(M_{nj}=\langle a|H_n|t_j\rangle\). Since \(U_g\) is unitary, it may be applied to both states and to the operator without changing the number. With \(U_ga=a\) and \(U_gt_j=\sum_i t_iD^{T_2}_{ij}(g)\),

\[
M_{nj}=\sum_{m,i}D^\Gamma_{mn}(g)\,D^{T_2}_{ij}(g)\,M_{mi}.
\]

This holds for every \(g\), hence also for the average. The orthogonality theorem, for real matrices and identical matrices when \(\Gamma=T_2\), states that

\[
\frac1{24}\sum_g D^\Gamma_{mn}(g)D^{T_2}_{ij}(g)=\frac13\,\delta_{\Gamma,T_2}\,\delta_{mi}\,\delta_{nj}.
\]

Inserting it gives

\[
M_{nj}=\delta_{\Gamma,T_2}\,\delta_{nj}\,W,\qquad W=\frac13\sum_m M_{mm}.
\]

A T2 coordinate is required. Each T2 set has one constant \(W\), and its \(x\) partner couples \(a\) to \(t_x\) alone.

The characters give the same count. In the order identity, \(8C_3\), \(3C_2\), \(6S_4\), \(6\sigma_d\):

| | \(E\) | \(8C_3\) | \(3C_2\) | \(6S_4\) | \(6\sigma_d\) |
|---|---|---|---|---|---|
| A1 | 1 | 1 | 1 | 1 | 1 |
| A2 | 1 | 1 | 1 | −1 | −1 |
| E | 2 | −1 | 2 | 0 | 0 |
| T1 | 3 | 0 | −1 | 1 | −1 |
| T2 | 3 | 0 | −1 | −1 | 1 |

The number of invariants in \(A_1\otimes\Gamma\otimes T_2\) is \(\frac1{24}\sum_g\chi_\Gamma\chi_{T_2}\). For breathing it is \((3+0-3-6+6)/24=0\), and for T2 it is \((9+0+3+6+6)/24=1\).

The rule is necessary, not sufficient: symmetry permits \(W\neq0\), but contributions to \(W\) may cancel.

### (c) Breathing, directly

The twofold rotation about \(z\) sends \((x,y,z)\) to \((-x,-y,z)\). It leaves \(a\) and the breathing derivative \(H_A\) unchanged and reverses \(t_x\) and \(t_y\). Thus

\[
\langle a|H_A|t_x\rangle=-\langle a|H_A|t_x\rangle=0,
\]

and likewise for \(t_y\). The twofold rotation about \(x\) reverses \(t_z\) and removes the third element. In physical terms, breathing changes all four bonds equally, while a T2 orbital weights them with signs that sum to zero.

### (d) The coupling in the cluster

**States.** The symmetric neighbour combination is \(\frac12\sum_i h_i\), and the \(x\)-like one is \(\frac12\sum_i s_{ix}h_i\). Hence

\[
a=c_s\,s+c_a\tfrac12\sum_i h_i,\qquad
t_x=t_p\,p_x+t_t\tfrac12\sum_i s_{ix}h_i .
\]

The neighbour–neighbour energy is \(\frac14\cdot12V_n=3V_n\) in the first combination. In the second it is \(\frac14V_n\sum_{i\ne j}s_{ix}s_{jx}=-V_n\), because \(\sum_{i\neq j}s_{ix}s_{jx}=0^2-4\). The hoppings to the centre are \(\frac12\cdot4V_s=2V_s\) and \(\frac12\sum_i s_{ix}V_ps_{ix}/\sqrt3=2V_p/\sqrt3\). The two blocks, in eV, are

\[
\begin{pmatrix}-2.0&-3.0\\-3.0&-0.6\end{pmatrix},\qquad
\begin{pmatrix}-0.5&1.155\\1.155&0.2\end{pmatrix}.
\]

Their upper eigenvalues are

\[
E_a=-1.3+\sqrt{0.7^2+3.0^2}=1.781\ \text{eV},
\]
\[
E_t=-0.15+\sqrt{0.35^2+1.155^2}=1.057\ \text{eV}.
\]

The separation is 0.724 eV. The first row of each block fixes the amplitude ratios: \(c_a/c_s=(E_a-E_s)/(2V_s)=-1.260\) and \(t_t/t_p=(E_t-E_p)/(2V_p/\sqrt3)=1.348\). After normalisation, \((c_s,c_a)=(0.6216,-0.7833)\) and \((t_p,t_t)=(0.5958,0.8031)\). The overall signs are conventions, and reversing one state reverses \(W\).

**Displacement.** Neighbour \(i\) moves by \(\mathbf u_i=\frac12s_{ix}\mathbf n_iQ_x\), with the centre fixed. The factor \(\frac12\) gives the pattern unit length. Two bonds lengthen and two shorten, each by \(\frac12Q_x\), and no bond turns. Since \(V\propto1/d^2\),

\[
\frac{\partial V_{s,i}}{\partial Q_x}=-\frac{2V_s}{d}\cdot\frac{s_{ix}}2=-\frac{V_s s_{ix}}d,
\]

and similarly for \(V_p\). The two centre–neighbour contributions are

\[
c_st_t\,\tfrac12\sum_i s_{ix}\Big(-\frac{V_ss_{ix}}d\Big)=-\frac{2V_s}{d}c_st_t,
\]
\[
c_at_p\,\tfrac12\sum_i\Big(-\frac{V_ps_{ix}}d\Big)\frac{s_{ix}}{\sqrt3}=-\frac{2V_p}{\sqrt3\,d}c_at_p .
\]

For two neighbours, \(\mathbf n_i\cdot\mathbf n_j=-\frac13\), so their squared distance is \(D^2=\frac83d^2\). The relative change of \(D\) is

\[
\frac{\delta D}{D}=\frac{d(\mathbf n_i-\mathbf n_j)\cdot(\mathbf u_i-\mathbf u_j)}{D^2}
=\frac{\frac12\cdot\frac43(s_{ix}+s_{jx})Q_x}{\frac83d}
=\frac{(s_{ix}+s_{jx})Q_x}{4d}.
\]

The hopping changes by \(-2V_n\,\delta D/D\), which contributes

\[
\frac{c_at_t}4\sum_{i\ne j}s_{jx}\Big(-\frac{V_n}{2d}\Big)(s_{ix}+s_{jx})
=-\frac{V_n}{8d}(-4+12)\,c_at_t=-\frac{V_n}{d}c_at_t .
\]

Altogether,

\[
W=-\frac1d\Big[2V_sc_st_t+\frac{2}{\sqrt3}V_pc_at_p+V_nc_at_t\Big].
\]

The three terms are \(6.11+2.20-0.51=7.80\) eV/nm. Numerical differentiation of the full eight-orbital Hamiltonian also gives 7.80 eV/nm, while the breathing coupling is zero to rounding, below \(10^{-15}\) eV/nm.

**Derivative coupling.** The coupling can also be expressed through the change of the wavefunction. Differentiate \(Ha=E_aa\) along \(Q_x\) and project on \(t_x\), using \(\langle t_x|a\rangle=0\):

\[
W+E_t\langle t_x|\partial_xa\rangle=E_a\langle t_x|\partial_xa\rangle,
\qquad
\langle t_x|\partial_xa\rangle=\frac{W}{E_a-E_t}.
\]

Here this is \(7.80/0.724=10.8\) nm\(^{-1}\). It obeys the same selection rule.

**From cluster to crystal.** A band state is spread over the crystal, so only a small share of it lies on the cluster. Assume that in a 216-atom cell the five cluster atoms together hold a share \(5/216\), and that within the cluster the state keeps the shape given by \(c_s\) and \(c_a\). All its amplitudes there are then multiplied by \(\sqrt{5/216}\), and

\[
W_{\text{cell}}=7.80\sqrt{5/216}=1.19\ \text{eV/nm}.
\]

For a mode mass of 72 u this is 0.014 eV/(u\(^{1/2}\) Å). The rate for one electron in the cell varies as \(W_{\text{cell}}^2\), hence inversely with cell volume. The capture coefficient, rate times volume, keeps a finite limit.

### (e) What remains for breathing

The selection rule concerns transfer between \(a\) and \(t\), not shifts of either level. Under breathing every bond changes by \(Q_A/2\) and all distances scale together. The derivative is therefore \(H_A=-H_{\text{hop}}/d\), where \(H_{\text{hop}}\) is the hopping part of \(H\). The deep level has slope

\[
F_t=-\frac{E_t-E_pt_p^2}{d}=-\frac{1.057+0.177}{0.245}=-5.04\ \text{eV/nm}.
\]

Once the electron occupies the level, this force moves the equilibrium position. The slope of the diluted band state is neglected; in the 216-atom cell it is about 5% of \(F_t\), and including it would lower the Huang–Rhys factor below by about 0.03. For a phonon energy \(\hbar\omega=30\) meV and mass 72 u, the zero-point displacement is \(x_0=\sqrt{\hbar/2M\omega}=0.00311\) nm. With \(Q_A=x_0(b+b^\dagger)\) and \(\alpha=F_tx_0/\hbar\omega\), completing the square gives

\[
\hbar\omega\,b^\dagger b+F_tx_0(b+b^\dagger)=\hbar\omega(b^\dagger+\alpha)(b+\alpha)-\alpha^2\hbar\omega .
\]

The Huang–Rhys factor is \(S=\alpha^2=0.27\), and the relaxation energy is \(S\hbar\omega\approx8\) meV. Breathing can thus take up energy as an accepting mode while a T2 mode promotes the transition. A one-dimensional capture calculation that uses only a symmetric breathing path would find no linear coupling in this setting, even if its relaxation energy were right.

## Variation 1: spin-orbit coupling

*Does breathing become allowed when spin-orbit coupling is included?*

The spins of the initial and final states now enter the matrix element. Two spins one-half combine into a singlet, which is invariant, and a triplet, which rotates as an axial vector. In \(T_d\) these are A1 and T1. The allowed coordinates are those contained in

\[
T_2\otimes(A_1+T_1)=T_2+(A_2+E+T_1+T_2).
\]

The bracket follows from the product characters \((9,0,1,-1,-1)\). Their A1 content is \((9+0+3-6-6)/24=0\), so breathing remains excluded at linear order. Symmetry no longer forbids A2, E and T1 coordinates, but how strongly they couple depends on the material.

An open T2 shell is a different matter. With one electron already there, the initial state has total orbital symmetry T2, and the final pair contains \(T_2\otimes T_2=A_1+E+T_1+T_2\). A T2 to T2 transition is compatible with an A1 coordinate, so total symmetry alone no longer excludes breathing. In the one-electron picture the coupling still vanishes, because it is proportional to \(\langle a|H_A|t_j\rangle\). It can appear once electron repulsion mixes different configurations, but without spin-orbit coupling only for the spin singlet. The triplet pair in the T2 shell has orbital symmetry T1, so a triplet T2 initial state still cannot reach it through an A1 coordinate.

## Variation 2: beyond the linear term

*How large a breathing coupling appears when the defect is already displaced along a T2 coordinate?*

Keep the electronic states fixed and expand to the bilinear term \(KQ_AQ_x\). Breathing changes \(d\) to \(d+Q_A/2\). Each derivative of a hopping with respect to \(Q_x\) varies as \(V/d\propto d^{-3}\), so

\[
W(Q_A)=W\Big(1+\frac{Q_A}{2d}\Big)^{-3},\qquad
K=\frac{\partial W}{\partial Q_A}\Big|_0=-\frac{3W}{2d}=-47.7\ \text{eV/nm}^2 .
\]

A T2 displacement \(q\) opens a breathing coupling \(|K|q\), which relative to \(W\) is \(3q/2d\). At 300 K the rms displacement is \(x_0\sqrt{\coth(\hbar\omega/2k_BT)}=0.0043\) nm, and the ratio is 0.026.

This is the fixed-state term only. If the states follow the displacement, part (d) shows that the band state acquires a \(t_x\) admixture of amplitude \(W_{\text{cell}}q/(E_a-E_t)\). The deep-level slope \(F_t\) turns this into a further breathing coupling, which relative to \(W_{\text{cell}}\) is \(|F_t|q/(E_a-E_t)=5.04\times0.0043/0.724=0.030\). It is as large as the fixed-state term and has the same sign. The deep level in turn acquires an admixture of \(a\), which acts through the breathing slope of \(a\), \(-10.4\) eV/nm in the isolated cluster. There this term is \(10.4\times0.0043/0.724=0.062\) with the opposite sign, and all terms together leave a ratio of only 0.003. In a crystal its size depends on the energies of the band states that carry the local shape of \(a\). The net value is a balance of terms of either sign, so 0.026 measures one term and not the total.

After capture the T2 level holds one electron. Its orbital state is then degenerate, and the defect can lower its energy by distorting, which is the Jahn–Teller effect. The element \(V_J=\langle t_y|H_x|t_z\rangle\) is −5.04 eV/nm. For \(Q=(q,q,q)/\sqrt3\) the triplet matrix has zero diagonal and off-diagonal elements \(V_Jq/\sqrt3\), with lowest eigenvalue \(-2|V_J|q/\sqrt3\). Adding the elastic energy \(\frac12\kappa q^2\), with \(\kappa=M\omega^2=\hbar\omega/2x_0^2\), and minimising gives

\[
q=\frac{2|V_J|}{\sqrt3\,\kappa}=0.0038\ \text{nm},\qquad \tfrac12\kappa q^2=11\ \text{meV}.
\]

The second figure is the net energy gain, and the fixed-state ratio of breathing coupling to \(W\) is 0.023. These figures count the radial T2 set alone. Its gain is below one phonon quantum, so a distortion frozen along this set is not a justified picture. Bond-bending and central-atom displacements also couple to the triplet and can raise the gain above one quantum, so the size of the full distortion is left open here. A defect with a large static distortion should be analysed in its lower point group.

## Reading the numbers for a real semiconductor

The parameters are model inputs. The bond length, mode mass, phonon energy, gap and effective mass are typical of a direct-gap III–V semiconductor. The on-site energies are not: the s–p splitting of 1.5 eV is several times smaller than in free atoms, and the upper A1 and lower T2 levels of the cluster lie 3.1 eV apart. The computed levels and couplings illustrate the method and describe no particular material or defect. The Huang–Rhys factor is small for the depth of the level: breathing relaxes by about 8 meV, while capture must dispose of 0.72 eV, or about 24 quanta of 30 meV. These parameters should not be used to estimate a capture rate.

A thermal electron is not exactly at the zone centre. At 300 K its kinetic energy \(\frac32k_BT\) is 39 meV. With a model gap of 1.42 eV and effective mass \(0.067\,m_0\), a two-band estimate gives it a p-like weight of 0.024, hence an amplitude of 0.15. The breathing coupling between the lower T2 state, standing for valence character, and the deep level is 0.98 eV/nm in magnitude. The resulting ratio to \(W\) is \(0.15\times0.98/7.80=0.019\). Using the larger strength \(|F_t|\) instead gives 0.10, or about 1% in the square. The figure 0.019 counts only the p-like admixture. The phase of the electron wave also changes across the cluster. Applied to the neighbour amplitudes it gives a state that overlaps the deep level. Once that overlap is removed, as it must be for a band state, the added contribution is only about 0.002.

A junction field of 0.1 MV/cm along \(x\) mixes \(a\) and \(t_x\) with amplitude 0.0012. Multiplied by the slope \(|F_t|\) and divided by \(W\), this gives a ratio of 0.0008. The estimate counts the field potential at the neighbour sites only. It leaves out the s–p dipole on the central atom, which could change the figure, and all breathing terms except the deep-level slope. Field-assisted tunnelling into the level is not included either.

Real devices can also break the assumed site symmetry, through alloy disorder, a nearby impurity or an interface. As an illustration, take fixed states \((1+0.3xyz)e^{-r^2/2}\) and \((x+0.5yz)e^{-r^2/2}\), with lengths in units of \(d\). Let the atoms be Gaussian wells of shape \(e^{-r^2/2w^2}\) with \(w=0.4\), with relative depth 1.2 at the centre and 1 at the neighbours. The part of the coupling outside T2 vanishes to rounding. Making one neighbour 1.5 times as deep, with the states held fixed, gives a breathing part of 0.015 relative to the T2 part. Parts of E and T1 symmetry appear as well, and here they are larger than the breathing part. Relaxation of the states and atoms would change that figure. The computed results are collected in the numerical output below.

## Numbers as computed

```
Times A1 occurs in A1 x mode x T2: {'A1': 0, 'A2': 0, 'E': 0, 'T1': 0, 'T2': 1}
Same with spin-orbit coupling: {'A1': 0, 'A2': 1, 'E': 1, 'T1': 1, 'T2': 2}
Times A1 occurs in T2 x T2 (open shell): 1
Displacement sets of five atoms: {'A1': 1, 'A2': 0, 'E': 1, 'T1': 1, 'T2': 3}
Bond length d = 0.245 nm
On-site s, p, neighbour = -2.0, -0.5, 0.0 eV
Hopping V_s, V_p, V_n = -1.5, 1.0, -0.2 eV
Band-edge A1 level = 1.7806 eV
Deep T2 level = 1.0566 eV
Level separation = 0.7240 eV
A1 amplitudes c_s, c_a = 0.6216, -0.7833
T2 amplitudes t_p, t_t = 0.5958, 0.8031
Three terms of W = 6.1131, 2.1996, -0.5136 eV/nm
W from formula = 7.7991 eV/nm
W from finite differences = 7.7991 eV/nm
Shift of W on halving the step = 4.9e-07 eV/nm
Gradient of <a|H|t_x>, A1 part = 1.1e-15 eV/nm
Gradient of <a|H|t_x>, A2 part = 0.0e+00 eV/nm
Gradient of <a|H|t_x>, E part = 3.4e-16 eV/nm
Gradient of <a|H|t_x>, T1 part = 2.1e-12 eV/nm
Gradient of <a|H|t_x>, T2 part = 1.1e+01 eV/nm
Largest breathing coupling a-t = 7.8e-16 eV/nm
Derivative coupling <t_x|da/dQ_x> = 10.772 1/nm
Real space: largest non-T2 part / T2 part = 1.5e-15
Real space, one neighbour changed: A1/T2 = 0.015
W diluted in 216-atom cell = 1.187 eV/nm
The same, mass-weighted = 0.0140 eV/(u^1/2 Angstrom)
Mode mass = 72.0 u, phonon energy = 30 meV
Zero-point rms displacement = 0.00311 nm
Rms displacement at 300 K = 0.00430 nm
Breathing slope of deep level = -5.037 eV/nm
Breathing Huang-Rhys factor = 0.273
Bilinear coefficient K = -47.75 eV/nm^2
Breathing/T2 coupling, thermal motion = 0.0263
Jahn-Teller coupling <t_y|dH/dQ_x|t_z> = -5.037 eV/nm
Jahn-Teller distortion = 0.00375 nm
Jahn-Teller energy = 10.91 meV
Breathing/T2 coupling, Jahn-Teller = 0.0230
Effective mass = 0.067 m0, gap = 1.42 eV
Thermal kinetic energy = 38.8 meV
p-like weight of thermal electron = 0.0237
Breathing coupling lower T2 - deep T2 = -0.977 eV/nm
Breathing/T2 coupling, thermal electron = 0.0193
Same, deep-level slope as strength = 0.0994
Field = 0.1 MV/cm, A1 admixture amplitude = 1.23e-03
Breathing/T2 coupling, field = 7.9e-04
```
